# Order parameter and static susceptibility of the spherical random-bond random-field relaxor

In the spherical random-bond random-field model, a relaxor is a set of interacting polar clusters with random couplings and random local fields. As long as the material has no spontaneous polarization, its Edwards-Anderson order parameter $q$ and static susceptibility $\chi$ in zero applied field are

$$
q=\beta^2(J^2q+\Delta)(1-q)^2,\qquad
\chi=\frac{\beta(1-q)}{1-\beta J_0(1-q)} .\tag{1}
$$

Here $\beta=1/T$, with temperature measured as an energy ($k_B=1$). The quantities $J_0$, $J$ and $\Delta$ are the mean coupling, the coupling spread and the random-field variance. The result holds for $\Delta>0$ and $\beta J_0(1-q)<1$.

Each of the $N$ clusters carries a dimensionless three-component vector $\mathbf S_i$. The lengths are constrained only in total, $\sum_i|\mathbf S_i|^2=3N$, and the energy is

$$
H=-\sum_{i<j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j-\sum_i\mathbf h_i\cdot\mathbf S_i-\mathbf E\cdot\sum_i\mathbf S_i .
$$

The bonds $J_{ij}$ are independent Gaussian variables with mean $J_0/N$ and variance $J^2/N$. The Cartesian components of $\mathbf h_i$ are independent Gaussian variables with mean zero and variance $\Delta$. Every cluster couples to every other, so this is a mean-field model. The vector $\mathbf E$ is an energy: if a cluster has dipole moment $\mu\mathbf S_i$, then $\mathbf E$ is $\mu$ times the electric field acting on it. With $\langle\cdot\rangle$ the thermal average in one sample,

$$
q=\frac1{3N}\sum_i|\langle\mathbf S_i\rangle|^2,\qquad \chi=\frac{\partial p}{\partial E},\qquad p=\frac1N\sum_i\langle S_{iz}\rangle ,
$$

where $\mathbf E$ points along $z$. The limit $N\to\infty$ is taken first, then $E\to0$.

The free energy requires the disorder average of $\ln Z$, written $\overline{\ln Z}=\lim_{n\to0}(\overline{Z^n}-1)/n$. For integer $n$, $Z^n$ describes $n$ copies of the system, labelled $a$, with the same bonds and fields. A Gaussian variable of mean $m_0$ and variance $v$ obeys $\overline{e^{uX}}=e^{um_0+u^2v/2}$. For the bond $J_{ij}$ the multiplier is $u=\beta\sum_a\mathbf S_i^a\cdot\mathbf S_j^a$, so the bond average produces the exponent

$$
\sum_{i<j}\left[\frac{\beta J_0}{N}\sum_a\mathbf S_i^a\cdot\mathbf S_j^a+\frac{\beta^2J^2}{2N}\Big(\sum_a\mathbf S_i^a\cdot\mathbf S_j^a\Big)^2\right].
$$

The sum over pairs is half the sum over all $i,j$, less the terms $i=j$. For the configurations that dominate the integral, in which every $|\mathbf S_i|$ is of order one, those terms contribute $O(1)$ to the whole exponent, hence $O(1/N)$ per site, and are dropped. The remaining sums depend on the spins only through

$$
Q^{ab}_{\mu\nu}=\frac1N\sum_iS^a_{i\mu}S^b_{i\nu},\qquad m^a_\mu=\frac1N\sum_iS^a_{i\mu}.
$$

The square of the scalar product, summed over all $i,j$, is $N^2\sum_{ab\mu\nu}(Q^{ab}_{\mu\nu})^2=N^2\,{\rm Tr}\,Q^2$, with $Q$ read as a $3n\times3n$ matrix. The average over the fields gives $\exp[(\beta^2\Delta/2)\sum_i|\sum_a\mathbf S_i^a|^2]$. The exponent per site is therefore

$$
\frac{\beta^2J^2}{4}{\rm Tr}\,Q^2+\frac{\beta^2\Delta}{2}\sum_{ab\mu}Q^{ab}_{\mu\mu}+\frac{\beta J_0}{2}\sum_{a\mu}(m^a_\mu)^2+\beta E\sum_am^a_z .\tag{2}
$$

The volume of spin space belonging to given $Q$ and $m$ is also needed. For each pair $(a,\mu)$, collect the $N$ numbers $S^a_{i\mu}$ into one $N$-dimensional vector. There are $k=3n$ such vectors, with scalar products $NQ$. Their components along the uniform unit vector $(1,\dots,1)/\sqrt N$ are $\sqrt N\,m$. The parts perpendicular to it live in $D=N-1$ dimensions and have the Gram matrix $C=N(Q-mm^{\mathsf T})$.

Add these perpendicular vectors one at a time. Let $C_j$ be the Gram matrix of the first $j$ of them, and $r_j$ the distance of vector $j$ from the span of its predecessors, so that $r_j^2=\det C_j/\det C_{j-1}$. The perpendicular part of vector $j$ has $D-j+1$ dimensions and contributes $r_j^{D-j}dr_j$, which is proportional to $r_j^{D-j-1}\,d(r_j^2)$. Changing from its parallel components to scalar products gives a Jacobian $(\det C_{j-1})^{-1/2}$. Together the factors are

$$
r_j^{D-j-1}(\det C_{j-1})^{-1/2}=(\det C_j)^{(D-j-1)/2}(\det C_{j-1})^{-(D-j)/2}.
$$

In the product over $j$, the second factor cancels the first factor of the preceding vector. What survives is $(\det C)^{(D-k-1)/2}$. For large $N$ at fixed $n$ this adds $\tfrac12\ln\det(Q-mm^{\mathsf T})$ to (2), apart from a constant. The integral over $Q$ and $m$ is then governed by a stationary point.

The disorder treats all replicas and, at $E=0$, all Cartesian directions alike. The stationary point is sought with the same symmetry:

$$
Q^{ab}_{\mu\nu}=\delta_{\mu\nu}\left[(1-q)\delta_{ab}+q\right],\qquad m^a_\mu=p\,\delta_{\mu z}.
$$

The diagonal value 1 satisfies the spherical constraint. Two different replicas are independent thermal copies of one sample, so their overlap is the $q$ defined above. A field along $z$ breaks the isotropy, but reversing $\mathbf E$, all $\mathbf h_i$ and all $\mathbf S_i$ together leaves the disorder distribution unchanged. Overlaps are therefore even in $E$, and in the unpolarized state they change first at order $E^2$. The linear response can be computed at the zero-field $q$.

For the $z$ component, ${\rm Tr}\,Q^2=n+n(n-1)q^2$ and $\sum_{ab}Q^{ab}=n+n(n-1)q$. The matrix $Q-mm^{\mathsf T}$ has diagonal elements $1-p^2$ and off-diagonal elements $q-p^2$. Its eigenvalue $1-q$ occurs $n-1$ times, and the uniform replica vector has eigenvalue $1-q+n(q-p^2)$. To first order in $n$,

$$
\ln\det(Q-mm^{\mathsf T})=(n-1)\ln(1-q)+\ln[1-q+n(q-p^2)]
\simeq n\left[\ln(1-q)+\frac{q-p^2}{1-q}\right].
$$

Dividing the exponent by $n$ and letting $n\to0$ gives

$$
\Phi=\frac{\beta^2J^2}{4}(1-q^2)+\frac{\beta^2\Delta}{2}(1-q)+\frac{\beta J_0}{2}p^2+\beta Ep
+\frac12\left[\ln(1-q)+\frac{q-p^2}{1-q}\right].\tag{3}
$$

The derivative of the last fraction with respect to $q$ is $1/(1-q)+(q-p^2)/(1-q)^2$. Its first term cancels the derivative of the logarithm, so

$$
\frac{\partial\Phi}{\partial q}=-\frac{\beta^2}{2}(J^2q+\Delta)+\frac{q-p^2}{2(1-q)^2}=0,
\qquad
\frac{\partial\Phi}{\partial p}=\beta(J_0p+E)-\frac{p}{1-q}=0 .
$$

At $E=0$ and $p=0$ the first condition is the order-parameter equation in (1). The second gives $p=\beta(1-q)(J_0p+E)$. Collecting the terms in $p$ yields $p[1-\beta J_0(1-q)]=\beta(1-q)E$, which is the susceptibility in (1).

The combination $x=\beta(1-q)$ is the response of a cluster to the total mean field $J_0p+E$. In terms of it,

$$
q=1-Tx,\qquad \chi=\frac{x}{1-J_0x}.
$$

The order-parameter equation reads $q=x^2(J^2q+\Delta)$, or $q(1-J^2x^2)=\Delta x^2$. Hence

$$
(1-Tx)(1-J^2x^2)=\Delta x^2,
\qquad\text{or}\qquad
\left(\frac1x-T\right)\left(\frac1x-J^2x\right)=\Delta .\tag{4}
$$

Since $q\ge0$ and $\Delta x^2>0$, both factors must be positive, so $x$ is smaller than $1/T$ and $1/J$. In this interval both factors in the second form decrease with $x$. Their product falls from infinity to zero and equals $\Delta$ once. The physical root is thus unique and simple, and it varies smoothly with temperature: for $\Delta>0$ there is no sharp glass transition in the unpolarized state. Raising $T$ lowers the left side at fixed $x$, so the root moves to smaller $x$.

Because $d\chi/dx=1/(1-J_0x)^2>0$, the static susceptibility of the unpolarized state also falls steadily as temperature rises. If that state persists down to $T=0$, $\chi$ therefore has no maximum at a nonzero temperature. This $\chi$ is the equilibrium response to a weak field, so it describes a measurement only if the clusters have time to equilibrate. Within this model, if the state stays unpolarized, a peak at nonzero temperature in a measurement at finite frequency must come from kinetics, which this calculation does not contain. Other models can have a peak even in the static response: two-state clusters in local fields of fixed size and random sign are an example.

At $T=0$, equation (4) gives $x=1/\sqrt{J^2+\Delta}$, the largest value $x$ can take. If $J_0<\sqrt{J^2+\Delta}$, then $J_0x<1$ at every temperature and the unpolarized solution persists down to $T=0$. If $J_0$ is larger, $\chi$ diverges on cooling when $x=1/J_0$. Inserting this in (4) gives $(J_0-T_c)(J_0-J^2/J_0)=\Delta$, and therefore

$$
T_c=J_0-\frac{\Delta J_0}{J_0^2-J^2},\qquad J_0>\sqrt{J^2+\Delta}.
$$

Below $T_c$ the expression in (1) would give a negative static response, which a stable equilibrium cannot have. A state with $p\ne0$ must then be used. Random fields lower $T_c$ because they pin part of each cluster's moment and leave less of it free to respond.

The replica-symmetric point must also withstand perturbations that make replicas unequal. Add to $Q$ a symmetric matrix $R$ with zero diagonal blocks in replica space and $\sum_bR^{ab}_{\mu\nu}=0$. The part of $Q^{-1}$ that is uniform in the replicas then gives zero on $R$, leaving $Q^{-1}R=R/(1-q)$. Using the second-order term of $\tfrac12\ln\det(Q+R)$, which is $-\tfrac14{\rm Tr}(Q^{-1}RQ^{-1}R)$, the change of the exponent is

$$
\frac14\left[\beta^2J^2-\frac1{(1-q)^2}\right]{\rm Tr}\,R^2
=\frac{\beta^2}{4}\left(J^2-\frac1{x^2}\right){\rm Tr}\,R^2 .
$$

It is negative because $Jx<1$. The symmetric solution is therefore stable in these replicon directions for every $\Delta>0$, and becomes marginal where $Jx\to1$.

The limit $n\to0$ is a formal continuation from integers, so a derivation without replicas is valuable. In a fixed sample, impose the spherical constraint by a multiplier $z$, which adds $(\beta z/2)(3N-\sum_i|\mathbf S_i|^2)$ to the exponent. The spins become Gaussian. Let $\mathsf J$ be the bond matrix with its mean part removed, and $\mathsf g=(z-\mathsf J)^{-1}$. At $p=E=0$, each Cartesian component has thermal mean $\mathsf gh$ and covariance $T\mathsf g$. With a bar for the average over the eigenvalues $\lambda$ of $\mathsf J$, the constraint and the order parameter are

$$
T\,\overline{\frac1{z-\lambda}}+\Delta\,\overline{\frac1{(z-\lambda)^2}}=1,\qquad
q=\Delta\,\overline{\frac1{(z-\lambda)^2}} .\tag{5}
$$

Call the first average $x$. Block inversion expresses a diagonal element of $\mathsf g$ as $1/(z-\sum_{jk}J_{ij}g'_{jk}J_{ki})$, where $\mathsf g'$ is the same inverse with site $i$ removed. The bonds of site $i$ are independent of $\mathsf g'$ and have variance $J^2/N$, so for large $N$ the sum tends to $J^2x$. Thus

$$
x=\frac1{z-J^2x},\qquad z=J^2x+\frac1x .
$$

Differentiation gives $dz/dx=J^2-1/x^2$. The second average in (5) is $-dx/dz=x^2/(1-J^2x^2)$, so $q=\Delta x^2/(1-J^2x^2)$, while the constraint says $Tx+q=1$. These are the two relations behind (4). The mean coupling adds the uniform field $J_0p$ to $E$. The uniform direction has no special relation to the eigenvectors of $\mathsf J$, so its response is the average $x$. Hence $p=x(J_0p+E)$, as before.

The free energies can be compared too. A single $N$-component vector of squared length $N$ contributes $\tfrac12\ln(2\pi e)$ per site, the constant omitted from $\Phi$. Gaussian integration at fixed $z$ gives the same quantity in another form. After removing $\tfrac12\ln2\pi$ from both, the prediction is

$$
\Phi+\frac12=\frac{\beta z}{2}-\frac12\overline{\ln[\beta(z-\lambda)]}+\frac{\beta\Delta x}{2} .
$$

Evaluated over the semicircular eigenvalue distribution at five temperatures, the two sides agree to rounding error.

At high temperature $x\simeq1/T$, so (4) gives $q\simeq\Delta/T^2$ and $\chi\simeq1/(T-J_0)$. The random fields produce a nonzero $q$ at every finite temperature, so $q\ne0$ alone does not signal a glass. At low temperature $x$ approaches its zero-temperature value and $q\simeq1-T/\sqrt{J^2+\Delta}$.

For vanishing random fields, (4) becomes $(1-Tx)(1-J^2x^2)=0$, and the physical root tends to the smaller of $1/T$ and $1/J$:

$$
T>J:\ \ q=0,\ \ x=\frac1T;\qquad\qquad
T<J:\ \ q=1-\frac TJ,\ \ x=\frac1J .
$$

For $J_0<J$ the susceptibility follows $1/(T-J_0)$ down to $T=J$ and then stays at $1/(J-J_0)$. Here $\Delta\to0$ is taken after $N\to\infty$. At $\Delta=E=0$ in a finite sample, reversal of all spins would make every $\langle\mathbf S_i\rangle$ vanish.

At $T=J$ the smearing can be found explicitly. There $Jx=1-q$, and (4) becomes $q^2(2-q)=(\Delta/J^2)(1-q)^2$. For small $q$ this gives $q\simeq\sqrt{\Delta/2}/J$. The square root makes the transition sensitive to weak fields: $\Delta=10^{-4}J^2$ gives $q=0.00703$, against $0.00707$ from the estimate. At $\Delta=0.1J^2$ the root is $0.190$ and the estimate $0.224$, about 17% above the root, so the leading term is then only a guide.

For a worked example take $J$ as the energy unit, with the round model values $J_0=0.6J$ and $\Delta=0.1J^2$. At $T=J$ the root is $x=0.80967/J$, so $q=1-0.80967=0.19033$. The right side of the order-parameter equation is $(0.19033+0.1)(0.80967)^2=0.1903$, as required. The susceptibility is

$$
\chi=\frac{0.80967}{1-0.6\times0.80967}\,\frac1J=\frac{1.575}{J}.
$$

Without random fields it would be $1/(1-0.6)=2.5$ in the same unit. The fields therefore lower the response at this temperature by 37%, relative to the field-free value.

| $T/J$ | $q$ | $Jx$ | $J\chi$ |
|---|---|---|---|
| 2.00 | 0.031 | 0.485 | 0.683 |
| 1.00 | 0.190 | 0.810 | 1.575 |
| 0.50 | 0.541 | 0.919 | 2.047 |
| 0.25 | 0.765 | 0.940 | 2.158 |

On cooling from $2J$ to $0.25J$, $1-q$ falls from 0.969 to 0.235, but the factor $1/T$ more than compensates, and $x$ grows. The susceptibility levels off towards $2.228/J$ at $T=0$. No polar order appears, since $J_0=0.6J$ lies below the bound $\sqrt{1.1}\,J=1.049J$.

A direct test at $T=J$ used 40 random samples of 500 clusters. The constraint was imposed on the thermal average through the multiplier $z$, as in (5), with each sample's own eigenvalues and fields, and $\chi$ was taken from the polarization difference at $E=\pm0.01J$. The averages are $q=0.189\pm0.003$ and $\chi=(1.53\pm0.03)/J$, with standard errors. The theory gives $0.190$ and $1.575/J$. The sampled susceptibility is 3% below the theoretical value, a difference of about 1.4 standard errors, so the samples are consistent with (1). The numerical output lists the remaining values.

To convert $\chi$ for clusters of dipole moment $\mu\mathbf S_i$ and number density $\rho$, note that the polarization density is $\rho\mu p$ and that $E$ is $\mu$ times the electric field. In SI units the dielectric susceptibility is then $\rho\mu^2\chi/\varepsilon_0$, provided the field acting on a cluster is the macroscopic field. The mean square of $|\mathbf S_i|$ is 3, so the root-mean-square dipole moment of a cluster is $d=\sqrt3\,\mu$, and the same susceptibility reads $\rho d^2\chi/(3\varepsilon_0)$. The spherical constraint is a further idealization: it fixes the total squared moment but lets individual lengths fluctuate. Clusters of fixed length, short-range couplings or correlated random fields define different models, for which (1) is not established here.

## Calculated quantities

```
Energy unit: J; k_B = 1; q is dimensionless
Mean-bond strength J0 = 0.60 J
Random-field variance Delta = 0.10 J^2
T = 2.00 J: q = 0.03070, x = 0.48465 /J, z = 2.54799 J, chi = 0.68337 /J
T = 1.50 J: q = 0.06381, x = 0.62413 /J, z = 2.22636 J, chi = 0.99777 /J
T = 1.00 J: q = 0.19033, x = 0.80967 /J, z = 2.04474 J, chi = 1.57463 /J
T = 0.50 J: q = 0.54068, x = 0.91865 /J, z = 2.00720 J, chi = 2.04685 /J
T = 0.25 J: q = 0.76490, x = 0.94041 /J, z = 2.00378 J, chi = 2.15814 /J
T = 0: x = 0.95346 /J, z = 2.00227 J, chi = 2.22812 /J
Largest J0 with no polar order at any T = 1.04881 J
Smearing of the glass transition, q at T = 1 J:
  Delta = 1e-06 J^2: q = 0.000707
  Delta = 1e-04 J^2: q = 0.007034
  Delta = 1e-02 J^2: q = 0.067101
  Delta = 1e-01 J^2: q = 0.190330
Delta = 1e-8 J^2, T = 0.5 J: q = 0.500000, x = 1.000000 /J
Replicon coefficient at T = 1 J = -0.52541 (dimensionless)
Largest free-energy mismatch (-beta f) = 8.9e-16
Samples: N = 500, count = 40, T = 1.00 J, probe E = 0.01 J
  sampled q = 0.1892 +/- 0.0034; theory 0.1903
  sampled chi = 1.528 +/- 0.034 /J; theory 1.575 /J
Gram test, dimension 12: <m1 m2 q12> = 0.006944, 1/dim^2 = 0.006944
Omitted i=j term per site: 0.0412 (N=300), 0.0099 (N=1200), at beta J = 1
```
